# Building a PAW Dataset: Each Stage and Its Numerical Identity

## What symmetry fixes

A spherical atom is to be described by smooth orbitals. Inside a radius \(r_c\) this requires correction operators, which must commute with rotations. Such an operator cannot connect different \((l,m)\), and since it commutes with the ladder operators its matrix elements do not depend on \(m\). With a finite number of radial functions \(p_i\) per \(l\), a correction therefore has the form

\[
\sum_{lm}\sum_{ij}|p_i^l Y_{lm}\rangle M^l_{ij}\langle p_j^l Y_{lm}| .
\]

For the overlap, \(M\) is a dimensionless matrix \(q_{ij}\). For the Hamiltonian it is an energy matrix \(D_{ij}\).

Symmetry also fixes the smooth functions. Near the origin \(r^{l+2k}Y_{lm}\) is a polynomial in \(x,y,z\), whereas other powers of \(r\) are not. A smooth orbital thus has radial part \(r^l\) times a series in \(r^2\), and a smooth potential or spherical density is even in \(r\). What remains is to find the coefficients and matrices.

I use Hartree atomic units and a spherical, spin-unpolarized, non-relativistic Kohn–Sham atom in the local density approximation (LDA), with Slater exchange and Perdew–Wang 1992 correlation. The printed digits depend on this choice: the Vosko–Wilk–Nusair form lowers the total energy by 0.007 hartree and changes the excitation energies of stage 9 by up to about \(10^{-4}\) hartree. Radial functions are \(u=rR\), and

\[
Tu=-\tfrac12u''+\frac{l(l+1)}{2r^2}u,\qquad \langle f|g\rangle_c=\int_0^{r_c}fg\,dr .
\]

Densities count electrons, so a nucleus contributes \(-Z\). The example is scandium, \(Z=21\), with \(r_c=2.2\) bohr, a frozen 1s² 2s² 2p⁶ core and the valence configuration 3s² 3p⁶ 3d¹ 4s².

## 1. The all-electron atom

Everything later inherits the errors of

\[
(T+v)u=eu,\qquad v=-\frac Zr+v_H[n]+v_{xc}[n],
\]

so its solution needs a check that does not reuse the eigenvalue equation. Replace every orbital \(\psi(\mathbf r)\) by \(\lambda^{3/2}\psi(\lambda\mathbf r)\). Orthonormality is kept, so at \(\lambda=1\) the energy is stationary. The kinetic energy scales as \(\lambda^2\), and the nuclear attraction \(E_{en}\) and Hartree energy \(E_H\) as \(\lambda\). With \(F(n)=n\varepsilon_{xc}(n)\) and \(v_{xc}=F'(n)\),

\[
E_{xc}(\lambda)=\lambda^{-3}\!\int F(\lambda^3n)\,d^3r,\qquad
\left.\frac{dE_{xc}}{d\lambda}\right|_1=3\int n\,(v_{xc}-\varepsilon_{xc})\,d^3r .
\]

**Check 1:** \(2T+E_{en}+E_H+3\int n(v_{xc}-\varepsilon_{xc})\,d^3r=0\), where \(T\) here is the total kinetic energy. For scandium the residual is \(1.3\times10^{-7}\) hartree, against a kinetic energy of 757.5 hartree.

## 2. Partial waves

One wave per \(l\) would tie the scattering to the all-electron one only near a single energy. I take two: 3s and 4s; 3p and a wave at 0.1 hartree; 3d and a wave at 0.4 hartree. The unbound waves are regular solutions in the same \(v\), normalized to one inside \(r_c\). Bound waves are normalized over all space. Every wave is signed so that \(u(r_c)>0\); reversing one wave of a pair reverses the off-diagonal elements of the matrices below.

Multiply the equation for \(u_2\) by \(u_1\), and subtract the equation for \(u_1\) multiplied by \(u_2\). Potential and centrifugal terms cancel:

\[
-\tfrac12(u_1u_2''-u_1''u_2)=-\tfrac12\frac{d}{dr}(u_1u_2'-u_1'u_2)=(e_2-e_1)u_1u_2 .
\]

Both functions vanish at the origin, so integration gives **check 2**:

\[
(e_2-e_1)\langle u_1|u_2\rangle_c=-\tfrac12\,(u_1u_2'-u_1'u_2)\big|_{r_c}. \tag{1}
\]

An integral over the sphere is compared with data at its surface.

## 3. Smooth partial waves

Inside \(r_c\) set

\[
\tilde u=r^{l+1}\sum_{k=0}^{3}c_kr^{2k},
\]

and outside set \(\tilde u=u\). The four coefficients match \(u,u',u'',u'''\) at \(r_c\). With \(W=v+l(l+1)/(2r^2)\), the radial equation supplies the higher derivatives:

\[
u''=2(W-e)u,\qquad u'''=2W'u+2(W-e)u' .
\]

The third derivative is included because the projectors will contain \(\tilde u''\), and they should reach zero with zero slope.

**Check 3:** the surface expression in (1), evaluated with the *smooth* waves, must equal \((e_2-e_1)\langle u_1|u_2\rangle_c\) of the *all-electron* waves. The residual is \(4\times10^{-11}\) hartree. Since value and slope are matched at \(r_c\), this repeats check 2 unless the matching was carried out wrongly.

## 4. The local potential, and the first failure

Choose the smooth screened potential

\[
\tilde v=a_0+a_1r^2+a_2r^4+b\left(1-\frac{r^2}{r_c^2}\right)^3\quad(r<r_c),\qquad \tilde v=v\quad(r\ge r_c).
\]

The \(a_k\) match \(v,v',v''\). The last term has a triple zero at \(r_c\), so \(b\) changes the depth without spoiling the match. At \(r=0.25\) bohr, with \(b=0\), \(v=-43.68\) hartree has become \(\tilde v=-2.26\) hartree.

The naive scheme stops here and solves \((T+\tilde v)\tilde u=e\tilde u\). The smooth waves fail this equation by

\[
\chi_i=(e_i-T-\tilde v)\tilde u_i, \tag{2}
\]

which is zero outside \(r_c\), where \(\tilde u_i=u_i\) and \(\tilde v=v\). **Check 4:** the inner formula must also give \(\chi_i(r_c)=0\), which requires stages 3 and 4 to match consistently. Both matches are imposed, so this tests their implementation and nothing more.

## 5. Projectors, and the second failure

The missing term is an operator that turns \(\tilde u_i\) into \(\chi_i\). Define

\[
B_{ij}=\langle\tilde u_i|\chi_j\rangle_c,\qquad p_i=\sum_j\chi_j(B^{-1})_{ji}. \tag{3}
\]

Then the projectors are dual to the smooth waves,

\[
\langle p_i|\tilde u_k\rangle=\sum_jB_{kj}(B^{-1})_{ji}=\delta_{ki},
\]

and \(\sum_ip_iB_{ik}=\sum_{j}\chi_j(B^{-1}B)_{jk}=\chi_k\). Adding \(\sum_{ij}|p_i\rangle B_{ij}\langle p_j|\) to \(T+\tilde v\) therefore repairs both reference energies. The construction fails if \(B\) is singular. With \(b=0\) the d channel is close to this: \(\det B=-2.3\times10^{-4}\) hartree², and the condition number is about 1800.

The repaired operator has two faults. The norm of \(\tilde u\) inside the sphere is not that of \(u\), so charge is miscounted. Also, \(B\) need not be symmetric, so the operator need not be Hermitian. For the s channel, \(B_{12}=0.2005\) and \(B_{21}=-0.0366\) hartree.

The two faults are related. From (2),

\[
B_{ij}-B_{ji}=(e_j-e_i)\langle\tilde u_i|\tilde u_j\rangle_c-\big[\langle\tilde u_i|T\tilde u_j\rangle_c-\langle\tilde u_j|T\tilde u_i\rangle_c\big],
\]

because the \(\tilde v\) terms cancel. The bracket is the surface term \(-\tfrac12(\tilde u_i\tilde u_j'-\tilde u_i'\tilde u_j)|_{r_c}\). By matching it equals that of the all-electron waves, which by (1) is \((e_j-e_i)\langle u_i|u_j\rangle_c\).

## 6. Overlap differences

With

\[
q_{ij}=\langle u_i|u_j\rangle_c-\langle\tilde u_i|\tilde u_j\rangle_c ,
\]

the last result becomes **check 6**:

\[
B_{ij}-B_{ji}=(e_i-e_j)\,q_{ij}. \tag{4}
\]

For 3s and 4s the left side is \(0.200531+0.036579=0.237110\) hartree. The right side is \((-1.988204+0.156540)(-0.129451)=0.237111\) hartree, equal within the rounding of the inputs.

Equation (4) shows the cure. Replace the unit overlap by

\[
S=1+\sum_{ij}|p_i\rangle q_{ij}\langle p_j|,\qquad D_{ij}=B_{ij}+e_jq_{ij}. \tag{5}
\]

By duality \(\langle\tilde u_i|S|\tilde u_i\rangle\) contains the all-electron norm. Since \(q\) is symmetric, \(D_{ij}-D_{ji}=(e_i-e_j)q_{ij}+(e_j-e_i)q_{ij}=0\), so \(D\) is symmetric. The reference solutions survive:

\[
\Big(T+\tilde v+\sum_{ij}|p_i\rangle D_{ij}\langle p_j|-e_kS\Big)\tilde u_k
=-\chi_k+\sum_ip_i(D_{ik}-e_kq_{ik})=-\chi_k+\sum_ip_iB_{ik}=0 .
\]

Duality was imposed in (3), so recomputing it tests little. **Check 5**, which becomes possible now, diagonalizes this generalized problem without using \(\tilde u_i\) as input functions and projects the resulting eigenstates. Each bound state must give projection \(\pm1\) on its own projector and zero on its partner. The largest deviation is \(1.1\times10^{-11}\), and the valence levels return within \(10^{-10}\) hartree.

## 7. Kinetic differences

\(D\) as defined in (5) belongs to the reference potential. To recompute it for another density, its kinetic part must be stored separately. Integration by parts gives

\[
\langle u_i|Tu_j\rangle_c=\int_0^{r_c}\Big[\tfrac12u_i'u_j'+\frac{l(l+1)}{2r^2}u_iu_j\Big]dr-\tfrac12u_iu_j'\big|_{r_c}.
\]

The surface term is not symmetric in \(i,j\), but the smooth waves have the same one. In the difference it cancels:

\[
\Delta T_{ij}=\int_0^{r_c}\Big[\tfrac12(u_i'u_j'-\tilde u_i'\tilde u_j')+\frac{l(l+1)}{2r^2}(u_iu_j-\tilde u_i\tilde u_j)\Big]dr. \tag{6}
\]

For a check, use the radial equation and (2):

\[
\langle u_i|Tu_j\rangle_c=e_j\langle u_i|u_j\rangle_c-\langle u_i|v|u_j\rangle_c,
\]
\[
\langle\tilde u_i|T\tilde u_j\rangle_c=e_j\langle\tilde u_i|\tilde u_j\rangle_c-\langle\tilde u_i|\tilde v|\tilde u_j\rangle_c-B_{ij}.
\]

Subtracting and rearranging gives **check 7**:

\[
\Delta T_{ij}+\langle u_i|v|u_j\rangle_c-\langle\tilde u_i|\tilde v|\tilde u_j\rangle_c=B_{ij}+e_jq_{ij}=D_{ij}. \tag{7}
\]

The left side uses gradients and potentials, the right side projector data. For 3s,

\[
D_{11}=-0.635773+(-1.988204)(0.403294)=-1.437604\ \text{hartree}.
\]

Since \(\Delta T_{11}=6.809290\) hartree, the potential difference is \(-8.246894\) hartree. The positive kinetic difference is more than cancelled by the negative potential difference, which leaves \(D_{11}\) negative. The largest residual of (7) over all channels is \(4\times10^{-11}\) hartree.

### Extra states

The conditions so far guarantee certain solutions. Nothing derived so far excludes additional ones, called ghosts, or shows that \(S\) is positive definite. In the s channel, for instance, \(q_{11}q_{22}-q_{12}^2=0.0107-0.0168\) is negative, so the overlap correction lowers the norm in one direction. Both must be examined before continuing. For each trial \(b\), the lowest levels for \(l=0\) to 3 are compared with the all-electron levels above the core, including one unoccupied level per channel. The atom is enclosed at 30 bohr on both sides of the comparison, so those of these levels that are unbound or barely bound depend on the wall. A trial with an indefinite \(S\) is rejected.

In this example the scan rejects nothing. All nine values from \(b=-2\) to 12 hartree agree within \(3\times10^{-5}\) hartree, so the first, \(b=0\), is kept. The bound holds for these nine values. Between them \(\det B\), which is quadratic in \(b\), passes through zero near \(b=-1.02\) and \(5.21\) (s), \(-0.44\) (p) and \(-0.11\) hartree (d), where (3) is undefined; within 0.01 hartree of these points the level errors are still below \(2\times10^{-5}\) hartree. Agreement of the lowest levels excludes extra levels below the highest one compared, but it does not measure the scattering at other energies. For that, logarithmic derivatives \(L=u'/u\) at 3 bohr are compared through \(|\sin(\arctan L-\arctan L_{\rm PAW})|\). Here \(L\) is the all-electron value and \(L_{\rm PAW}\) comes from the generalized problem of stage 6, the projector augmented-wave (PAW) equation, both in inverse bohr. At \(-0.5\) and 0.25 hartree the error is below \(5\times10^{-4}\) in the s, p and d channels. At 1 hartree it reaches 0.012 in the d channel. The f channel has no projectors and sees \(\tilde v\) alone; its error is larger, 0.011 at 0.25 hartree and 0.12 at 1 hartree. A use that needs higher scattering energies calls for a changed dataset, for example a further partial wave, a higher second reference energy or a smaller \(r_c\), followed by a new scan.

## 8. Unscreening, and the third failure

The potential \(\tilde v\) still contains the electrons of the reference atom. In another environment these must be replaced by the actual ones, so their contribution has to be removed.

First define a smooth core density \(\tilde n_c\), equal to \(n_c\) outside \(r_c\) and continued inward by an even polynomial matched through the second derivative. Let \(\tilde n=\tilde n_v+\tilde n_c\), where \(\tilde n_v\) comes from the smooth valence orbitals. The core tail is kept because \(v_{xc}\) is nonlinear: \(v_{xc}[\tilde n]=v_{xc}[n]\) outside requires equal total densities there.

The naive subtraction is \(\tilde v-v_H[\tilde n]-v_{xc}[\tilde n]\). Outside \(r_c\), where \(\tilde v=v\) and \(\tilde n=n\), the shell theorem leaves

\[
-\frac Zr+v_H[n]-v_H[\tilde n]=\frac{Q}{r},\qquad
Q=-Z+\int_{r<r_c}(n-\tilde n)\,d^3r .
\]

An ionic potential should have a Coulomb tail fixed by nucleus and core alone. Here the strength \(Q\) of the tail also depends on the valence occupation of the reference atom, so the potential cannot be carried to another occupation. To evaluate it, let \(\rho_{ij}\) be the matrix of orbital projections weighted by occupation, \(\rho_{ij}=\sum_nf_n\langle p_i|\tilde\psi_n\rangle\langle\tilde\psi_n|p_j\rangle\). Then

\[
Q=Q_0+\sum_{ij}\rho_{ij}q_{ij},\qquad Q_0=-Z+\int_{r<r_c}(n_c-\tilde n_c)\,d^3r .
\]

In the reference state \(\rho\) is diagonal and holds the occupations:

\[
Q=-11.000006+2(0.403294)+2(0.026518)+6(0.582290)+0.388554=-6.25809 .
\]

At \(r_c\) the tail would be \(-6.258/2.2=-2.84\) hartree.

The cure is to give the smooth density the missing charge. Take \(g\propto(1-r^2/r_c^2)^3\) inside \(r_c\), zero outside, with unit integral, and define

\[
\tilde\rho=\tilde n+Qg,\qquad
\bar v=\tilde v-v_H[\tilde\rho]-v_{xc}[\tilde n]. \tag{8}
\]

**Check 8:** \(\bar v=0\) for \(r>r_c\). This fails if \(Q\) or the valence density outside is wrong. The core charge beyond \(r_c\) is only \(3\times10^{-8}\) electrons here, so the check says little about the core tail. Since \(\tilde v=v\) outside by definition, the match of \(\tilde v\) enters only through its value at \(r_c\). The largest outer value is \(1.0\times10^{-9}\) hartree, after which \(\bar v\) is set to zero there. Inside it is smooth and repulsive at the listed radii: 1.198 hartree at 0.25 bohr, 0.330 at 1.25 bohr and 0.064 at 1.70 bohr.

A spherical atom needs this monopole alone. In a molecule the sphere also carries higher multipoles. Their compensation uses moments of \(u_iu_j-\tilde u_i\tilde u_j\) weighted with \(r^L\), formed from the same waves.

## 9. Closing the loop

The stored data are \(u_i,\tilde u_i,p_i,q_{ij},\Delta T_{ij},n_c,\tilde n_c,g,\bar v\), together with \(Z\) and the core kinetic energy \(T_c\). They are sufficient if they determine the energy and \(D\) for a new density.

Let a superscript 1 denote densities built inside the sphere from partial waves and \(\rho_{ij}\), including the core:

\[
4\pi r^2n^1=4\pi r^2n_c+\sum_{ij}\rho_{ij}u_iu_j,
\]

with the corresponding smooth expression for \(\tilde n^1\). Put \(\tilde\rho^1=\tilde n^1+Qg\), and let \(\rho^1\) be \(n^1\) plus the nuclear charge. The difference \(\delta=\rho^1-\tilde\rho^1\) has zero total charge by the definition of \(Q\). With \((a|b)\) the Coulomb integral, the electrostatic energy of the full density is

\[
\tfrac12(\tilde\rho+\delta|\tilde\rho+\delta)=\tfrac12(\tilde\rho|\tilde\rho)+(\tilde\rho|\delta)+\tfrac12(\delta|\delta).
\]

If the partial waves represent the smooth orbitals inside the sphere, then \(\tilde\rho=\tilde\rho^1\) there. Charge outside adds a constant potential, which does not act on the neutral \(\delta\). Hence \((\tilde\rho|\delta)=(\tilde\rho^1|\delta)\), and the last two terms equal \(\tfrac12(\rho^1|\rho^1)-\tfrac12(\tilde\rho^1|\tilde\rho^1)\). Omitting the nuclear self-energy,

\[
\begin{aligned}
E={}&T_c+\sum_nf_n\langle\tilde\psi_n|T|\tilde\psi_n\rangle+\sum_{ij}\rho_{ij}\Delta T_{ij}
+\tfrac12(\tilde\rho|\tilde\rho)+E_{xc}[\tilde n]+\int\bar v\tilde n\\
&+\tfrac12(n^1|n^1)-Z\!\int\frac{n^1}{r}+E_{xc}[n^1]
-\tfrac12(\tilde\rho^1|\tilde\rho^1)-E_{xc}[\tilde n^1]-\int\bar v\tilde n^1 ,
\end{aligned}
\]

where integrals of superscript-1 quantities run over the sphere. The two \(\bar v\) terms cancel if \(\tilde n=\tilde n^1\) inside. So \(\bar v\) adds no energy for a complete set. For an incomplete set it acts on the part of the density that the partial waves miss.

Now vary \(\rho_{ij}\). The one-centre densities change by \(u_iu_j\) and \(\tilde u_i\tilde u_j\), and \(Q\) changes by \(q_{ij}\), both in \(\tilde\rho\) and in \(\tilde\rho^1\). With \(v^1=-Z/r+v_H[n^1]+v_{xc}[n^1]\) and \(\tilde v^1=v_H[\tilde\rho^1]+v_{xc}[\tilde n^1]\),

\[
D_{ij}=\Delta T_{ij}+\langle u_i|v^1|u_j\rangle_c-\langle\tilde u_i|\tilde v^1+\bar v|\tilde u_j\rangle_c
+q_{ij}\int g\,(v_H[\tilde\rho]-v_H[\tilde\rho^1])\,d^3r. \tag{9}
\]

In the reference state this must reduce to (7). Charge outside the sphere produces a constant \(c\) inside, so \(v=v^1+c\), \(\tilde v=\tilde v^1+\bar v+c\) and \(v_H[\tilde\rho]=v_H[\tilde\rho^1]+c\). Replacing \(v^1\) and \(\tilde v^1+\bar v\) by \(v\) and \(\tilde v\) leaves \(-cq_{ij}\) from the two matrix elements, and the last term of (9) gives \(+cq_{ij}\). They cancel.

**Check 9:** solve the atom self-consistently from the stored data and recover the all-electron result. Started from the solution for the ion, the scandium calculation returns the total energy \(-758.671852\) hartree, with a difference below \(10^{-11}\) hartree from the all-electron calculation on the same grid. The valence levels agree within \(10^{-9}\) hartree.

This agreement is built into the reference configuration and does not measure transferability. Other configurations do, when compared with all-electron atoms whose core is free to relax:

- Going to 3d² 4s¹ costs 0.054588 hartree all-electron and 0.054616 hartree with the dataset, an error of 0.75 meV.
- Ionizing to 3d¹ 4s¹ costs 0.257812 and 0.257813 hartree, an error of 0.04 meV.

These errors combine the frozen core with the finite set of partial waves; the calculation does not separate them. They belong to \(b=0\). Depths that passed the level scan equally well give other values: for \(b=-2\), 4 and 12 hartree the first error is 0.57, 1.82 and 2.00 meV, and the second is \(-0.01\), 0.30 and 0.15 meV. They are errors relative to the same spherical LDA model, which omits spin polarization, multiplet structure and relativity, and so they do not measure agreement with experiment. The numerical check carries out the numerical checks.

## Calculated quantities

```
Sc, Z = 21; rc = 2.2 bohr; match radius R = 3.0 bohr
grid: 16 elements, order 14, 225 nodes, end 30 bohr
hydrogen-like level error 5.8e-11 hartree
all-electron total energy -758.671852 hartree
kinetic energy 757.522700, virial residual 1.3e-07 hartree
l=0 all-electron levels (hartree): [-1.601841e+02 -1.720631e+01 -1.988204e+00 -1.565397e-01]
l=1 all-electron levels (hartree): [-14.239861  -1.233002]
l=2 all-electron levels (hartree): [-0.130989]
core charge beyond rc 2.95e-08 electrons
l=0 reference energies -1.988204 -0.156540 hartree
l=1 reference energies -1.233002 0.100000 hartree
l=2 reference energies -0.130989 0.400000 hartree
Wronskian residual: all-electron 3.8e-11, smooth 3.8e-11
depth b =   0.0 hartree: largest level error 1.06e-05 hartree
depth b =   1.0 hartree: largest level error 1.04e-05 hartree
depth b =  -1.0 hartree: largest level error 5.64e-06 hartree
depth b =   2.0 hartree: largest level error 1.16e-05 hartree
depth b =  -2.0 hartree: largest level error 5.64e-06 hartree
depth b =   4.0 hartree: largest level error 1.51e-05 hartree
depth b =   6.0 hartree: largest level error 2.08e-05 hartree
depth b =   8.0 hartree: largest level error 2.94e-05 hartree
depth b =  12.0 hartree: largest level error 2.11e-05 hartree
b used 0.0 hartree; chi at rc 2.8e-15 (atomic units)
l=0 B  (hartree) 11,12,21,22: -0.635773 0.200531 -0.036579 0.020482
l=0 q  (no unit) 11,12,21,22: 0.403294 -0.129451 -0.129451 0.026518
l=0 dT (hartree) 11,12,21,22: 6.809290 -2.011240 -2.011240 0.617250
l=0 D  (hartree) 11,12,21,22: -1.437604 0.220795 0.220795 0.016331
l=1 B  (hartree) 11,12,21,22: -0.480426 0.607117 -0.163172 0.223250
l=1 q  (no unit) 11,12,21,22: 0.582290 -0.577860 -0.577860 0.477160
l=1 dT (hartree) 11,12,21,22: 5.615787 -6.408881 -6.408881 7.384855
l=1 D  (hartree) 11,12,21,22: -1.198391 0.549331 0.549331 0.270966
l=2 B  (hartree) 11,12,21,22: -0.287846 0.480739 0.167678 -0.279236
l=2 q  (no unit) 11,12,21,22: 0.388554 -0.589582 -0.589582 0.877183
l=2 dT (hartree) 11,12,21,22: 2.238365 -3.814791 -3.814791 6.500467
l=2 D  (hartree) 11,12,21,22: -0.338743 0.244907 0.244907 0.071637
B antisymmetry residual 3.8e-11 hartree
D identity residual 4.4e-11 hartree
fixed-potential level error 8.6e-11 hartree; projection error 1.1e-11
phase error at extra reference energies 1.1e-13
phase error at -0.50 hartree, s p d: 2.9e-05 3.8e-04 4.7e-04
phase error at 0.25 hartree, s p d: 3.5e-04 2.5e-04 1.5e-04
phase error at 1.00 hartree, s p d: 2.9e-03 9.0e-03 1.2e-02
compensation charge Q -6.258089, core part -11.000006 (e units)
r=0.25 bohr: v, smooth v, vbar = -43.68465 -2.25921 1.19797 hartree
r=0.50 bohr: v, smooth v, vbar = -14.41191 -2.16660 1.04060 hartree
r=0.85 bohr: v, smooth v, vbar = -5.44266 -1.94450 0.71234 hartree
r=1.25 bohr: v, smooth v, vbar = -2.42350 -1.58957 0.33040 hartree
r=1.70 bohr: v, smooth v, vbar = -1.22822 -1.13276 0.06365 hartree
r=2.20 bohr: v, smooth v, vbar = -0.69301 -0.69301 0.00000 hartree
largest vbar beyond rc before zeroing 1.0e-09 hartree
PAW total energy -758.671852 hartree, error 6.8e-13; level error 6.2e-10
3d2 4s1: all-electron 0.054588, PAW 0.054616 hartree; error 0.75 meV
ion 3d1 4s1: all-electron 0.257812, PAW 0.257813 hartree; error 0.04 meV
```
